# Partial-wave truncation error, extrapolation and noise in helium-like second-order energies: test program

```python
# Second-order energy E2 of a two-electron ion (atomic units, lengths scaled by Z):
# H = H0 + (1/Z)/r12, psi0 = exp(-r1-r2)/pi, E = -Z^2 + 5Z/8 + E2 + O(1/Z).
# Claims: increments dE_l -> -(45/256) lam^-4 (lam = l+1/2); E_X = sum_{l<X} dE_l obeys
# E_X - E_inf = A X^-3 + B X^-5, A = 15/256; E_ext = (X^3 E_X - Y^3 E_Y)/(X^3 - Y^3);
# noise sigma, correlation rho: gain G^2 = 1 + 2(1-rho) wX |wY|; worst case W = wX+|wY|.
# E2 = min_g <|grad g|^2/2 + 2(1/r12 - E1) g> over psi0^2, with psi1 = psi0*g.
import math
import numpy as np
import sympy as sp
from scipy.special import (roots_genlaguerre, roots_legendre, eval_genlaguerre,
                           eval_jacobi, eval_legendre)
from scipy.constants import physical_constants as pc

EV = pc['Hartree energy in eV'][0]; MEV = 1e3*EV
BOHR = pc['Bohr radius'][0]*1e10
Z, LMAX, E1, A4 = 39, 20, 5/8, 45/256

def unit_gauss(n):
    x, w = roots_legendre(n)
    return (x+1)/2, w/2

# cusp identity from Cartesian derivatives; remainder is linear in r12
q = sp.symbols('x1 y1 z1 x2 y2 z2', real=True)
R1 = sp.sqrt(q[0]**2+q[1]**2+q[2]**2); R2 = sp.sqrt(q[3]**2+q[4]**2+q[5]**2)
U = sp.sqrt(sum((q[i]-q[i+3])**2 for i in range(3)))
psi = U*sp.exp(-R1-R2)/2
lhs = -sum(sp.diff(psi, v, 2) for v in q)/2 + (1-1/R1-1/R2)*psi
remainder = sp.lambdify(q, lhs*sp.exp(R1+R2) + 1/U, 'numpy')
p1 = np.array([0.3, -0.5, 0.8]); p2 = np.array([-0.6, 0.2, 0.4])
hat = lambda v: v/np.linalg.norm(v)
assert abs(remainder(*p1, *p2) - 0.5*(hat(p1)-hat(p2)) @ hat(p1-p2)) < 1e-12
n = hat(np.array([1., 1., 0.2]))
assert abs(remainder(*p1, *(p1+.01*n))/remainder(*p1, *(p1+.02*n)) - .5) < .02

# Legendre components of r12 and 1/r12 by projection
r12_wave = lambda l, a, t: a*(t**(l+2)/(2*l+3) - t**l/(2*l-1))
cx, cw = roots_legendre(200); u = np.sqrt(1.3**2+0.7**2-2*1.3*0.7*cx)
for l in range(8):
    P = eval_legendre(l, cx)*cw*(l+.5)
    assert abs(P @ u - r12_wave(l, 1.3, .7/1.3)) < 1e-12
    assert abs(P @ (1/u) - (.7/1.3)**l/1.3) < 1e-12
tq, tw = unit_gauss(70)
for l in (2, 5, 20):
    x = 2*l+1
    val = tw @ (tq**(l-1)*r12_wave(l, 1., tq))
    assert abs(val/(-6*x/((x*x-1)*(x*x-4))) - 1) < 1e-10

def partial_wave(l, M, N):
    """Variational dE_l and cusp estimate; sig = r1+r2, t = r</r>, a = r>.
    The rule has weight x^4 exp(-x), x = 2 sig, and the fifth power of x sits in the
    weights, so that integrands containing 1/sig are also integrated exactly."""
    x, wx = roots_genlaguerre(M+6, 4); sig = x/2; t = tq
    w = (32*np.outer(wx*x/64, tw*t**2/(1+t)**6)).ravel()
    L = np.array([eval_genlaguerre(m, 5, x) for m in range(M)])
    dL = np.array([eval_genlaguerre(m-1, 6, x) if m else 0*x for m in range(M)])
    S, dS = sig*L, L - x*dL
    J = np.array([eval_jacobi(k, 0, 2*l, 2*t-1) for k in range(N)])
    dJ = np.array([(k+2*l+1)*eval_jacobi(k-1, 1, 2*l+1, 2*t-1) if k else 0*t
                   for k in range(N)])
    T, dT = t**l*J, l*t**(l-1)*J + t**l*dJ
    prod = lambda F, G: np.einsum('mi,nj->mnij', F, G).reshape(M*N, -1)
    g, gs, gt = prod(S, T), prod(dS, T), prod(S, dT)
    a = np.outer(sig, 1/(1+t)).ravel(); tt = np.tile(t, len(sig))
    ga, gb = gs - gt*tt/a, gs + gt/a
    A = .5*((ga*w) @ ga.T + (gb*w) @ gb.T
            + l*(l+1)*(g*(w*(1+1/tt**2)/a**2)) @ g.T)
    V = tt**l/a
    if l == 0:
        assert abs(w.sum()-1) < 1e-10 and abs(w @ V - E1) < 1e-10
    b = g @ (w*(V - (E1 if l == 0 else 0))); d = 1/np.sqrt(np.diag(A))
    e = -(b*d) @ np.linalg.solve(A*np.outer(d, d), b*d)/(2*l+1)
    return e, w @ (V*r12_wave(l, a, tt)/2)/(2*l+1)

res = np.array([partial_wave(l, 20, 14) for l in range(LMAX+1)])
dE, cusp = res[:, 0], res[:, 1]
small = np.array([partial_wave(l, 14, 10)[0] for l in range(LMAX+1)])
assert np.abs(dE-small).sum() < 1e-6 and abs(small[-1]/dE[-1]-1) < 1e-4
lam = np.arange(LMAX+1)+.5; ratio = -dE*lam**4/A4; cl = (1-ratio)*lam**2; c = cl[-1]
assert abs(ratio[12]-1) < .01 and abs(ratio[20]-1) < .004
assert abs(cl[12]/cl[20]-1) < .03        # a lam^-5 term would make cl grow like lam
dev = cusp/dE - 1
assert abs(dev[20]) < .01 and 3 < dev[10]/dev[20] < 4.6

# Hylleraas basis s^i t^2j u^k, exact product quadrature
xs, ws = roots_genlaguerre(18, 2); g1, w1 = unit_gauss(16)
s, xx, yy = [v.ravel() for v in np.meshgrid(xs/2, g1, g1, indexing='ij')]
wt = np.einsum('i,j,k->ijk', ws, w1*g1, w1).ravel()
uu = s*xx; td = uu*yy; vol = uu*(s*s-td*td); norm = wt @ vol
def basis(order):
    ix = [(i, 2*j, k) for i in range(order+1) for j in range(order//2+1)
          for k in range(order+1) if i+2*j+k <= order]
    I, Jx, K = [np.array(v)[:, None] for v in zip(*ix)]
    g = s**I*td**Jx*uu**K
    return g, I*g/s, Jx*g/td, K*g/uu
def kinetic(fs, ft, fu):
    Mx = sum((f*(wt*vol)) @ f.T for f in (fs, ft, fu))
    C = (fs*(wt*s*(uu**2-td**2)) + ft*(wt*td*(s*s-uu**2))) @ fu.T
    return (Mx + C + C.T)/norm
def e2_hylleraas(order):
    g, gs, gt, gu = [f[1:] for f in basis(order)]
    A = kinetic(gs, gt, gu); b = g @ (wt*vol*(1/uu-E1))/norm
    d = 1/np.sqrt(np.diag(A)); ev, vec = np.linalg.eigh(A*np.outer(d, d))
    keep = ev > 1e-12*ev.max()
    return -np.sum((vec.T @ (b*d))[keep]**2/ev[keep])
def ground_energy(order, coupling):
    g, gs, gt, gu = basis(order)
    Sm = (g*(wt*vol)) @ g.T/norm
    H = kinetic(gs-g, gt, gu) + (g*(wt*(coupling*vol/uu - 4*s*uu))) @ g.T/norm
    d = 1/np.sqrt(np.diag(Sm)); ev, vec = np.linalg.eigh(Sm*np.outer(d, d))
    keep = ev > 1e-12*ev.max(); Xm = d[:, None]*vec[:, keep]/np.sqrt(ev[keep])
    return np.linalg.eigvalsh(Xm.T @ H @ Xm)[0]
Ehyl, E6 = e2_hylleraas(10), e2_hylleraas(6)
ep, em = ground_energy(6, 1/Z), ground_energy(6, -1/Z)
assert abs((ep+em+2)*Z*Z/2 - E6) < 3e-6      # fourth order enters as E4/Z^2
assert abs((ep-em)*Z/2 - E1) < 2e-5          # third order enters as E3/Z^2
higher = Z*Z*(ep+1) - E1*Z - E6

# tail sum by explicit summation
tail = lambda X: math.fsum((np.arange(X, 200000)+.5)**-4.0)
for X in range(1, 31):
    assert 1/(3*X**3) - 1/(6*X**5) < tail(X) < 1/(3*X**3)
assert abs((tail(30)-1/(3*30**3)+1/(6*30**5))*30**7*48/7 - 1) < .01
A, B = A4/3, -A4*(1/6+c/5)
E = lambda X: dE[:X].sum()
Einf = E(LMAX+1) - A/(LMAX+1)**3 - B/(LMAX+1)**5
assert abs(Einf-Ehyl) < 1e-6
assert abs((E(10)-Ehyl)*1000/A - 1) < .04

# extrapolation: closed formula against solving the 2x2 linear system
ext = lambda X, Y, ex, ey: (X**3*ex - Y**3*ey)/(X**3-Y**3)
fit = lambda X, Y, ex, ey: np.linalg.solve(
    np.array([[1., X**-3.], [1., Y**-3.]]), np.array([ex, ey]))[0]
wX = lambda X, Y: X**3/(X**3-Y**3)
gain = lambda X, Y, rho=0.: math.sqrt(1+2*(1-rho)*wX(X, Y)*(wX(X, Y)-1))
worst = lambda X, Y: (X**3+Y**3)/(X**3-Y**3)
bias = lambda X, Y: ext(X, Y, E(X), E(Y)) - Einf
pred = lambda X, Y: B*(X**-2.-Y**-2.)/(X**3-Y**3)
for X, Y in ((3, 2), (6, 5), (6, 4), (10, 9)):
    assert abs(ext(X, Y, E(X), E(Y)) - fit(X, Y, E(X), E(Y))) < 1e-12
    corners = [abs(fit(X, Y, p, m)) for p in (1., -1.) for m in (1., -1.)]
    assert abs(max(corners)-worst(X, Y)) < 1e-10 and abs(min(corners)-1) < 1e-10
assert abs(bias(10, 9)/pred(10, 9)-1) < .10  # X^-7 term is neglected
assert abs((ext(6, 5, E(6), E(5))-Ehyl)/pred(6, 5)-1) < .25
wrong = ext(5, 4, E(6), E(5)) - Einf
assert wrong > 4*abs(bias(6, 5))
assert bias(6, 4) > bias(6, 5) > 0 and gain(6, 4) < gain(6, 5)
assert abs((fit(200, 199, 1., -1.) - 399/3)*200*9/4 - 1) < .02
assert abs(math.hypot(fit(200, 199, 1., 0.), fit(200, 199, 0., 1.))
           / (math.sqrt(2)*199.5/3) - 1) < 1e-3
rng = np.random.default_rng(7); z1, z2 = rng.standard_normal((2, 400000)); mc = {}
for rho in (0., .9, 1.):
    mc[rho] = fit(6, 5, z1, rho*z1+math.sqrt(1-rho*rho)*z2).std()
    assert abs(mc[rho]/gain(6, 5, rho)-1) < .01
raw6 = E(6)-Einf
star = math.sqrt((raw6**2-bias(6, 5)**2)/(gain(6, 5)**2-1))
rms = lambda v: math.sqrt(np.mean((v-Einf)**2))
assert abs(rms(fit(6, 5, E(6)+star*z1, E(5)+star*z2))/rms(E(6)+star*z1)-1) < .01
sigma = 1/MEV
total = {X: math.hypot(bias(X, X-1), gain(X, X-1)*sigma) for X in range(3, 11)}
for X in total:
    assert abs(rms(fit(X, X-1, E(X)+sigma*z1, E(X-1)+sigma*z2))/total[X]-1) < .01
best = min(total, key=total.get)
assert 3 < best < 10

print(f"hartree = {EV:.6f} eV; Z = {Z}; scaled length bohr/Z = {BOHR/Z:.6f} angstrom")
print(f"E0 = {-Z*Z*EV:.2f} eV; first order = {E1*Z*EV:.3f} eV")
print(f"orders above second for Y37+ = {higher*MEV:.2f} meV")
print(f"45/256 hartree = {A4*EV:.5f} eV; c(l=12) = {cl[12]:.3f}; c(l=20) = {c:.3f}")
print(f"A = {A:.6f} hartree = {A*EV:.5f} eV; B = {B*EV:.4f} eV")
print("l  dE_l/meV  law/meV  dE_l/law  cusp estimate/dE_l")
for l in list(range(1, 9))+[10, 12, 20]:
    print(f"{l:2d} {dE[l]*MEV:.4f} {-A4/lam[l]**4*MEV:.4f} {ratio[l]:.4f} {1+dev[l]:.4f}")
print(f"dE_0 = {dE[0]*EV:.5f} eV")
print(f"E2 waves+tail = {Einf:.7f} hartree = {Einf*EV:.5f} eV")
print(f"E2 Hylleraas order 10 = {Ehyl*EV:.5f} eV; difference = {(Ehyl-Einf)*MEV:.4f} meV")
print(f"E2 order 6: functional {E6*EV:.5f} eV, diagonalization {(ep+em+2)*Z*Z/2*EV:.5f} eV")
for X in (2, 6):
    print(f"tail S({X}) = {tail(X):.6e}; upper {1/(3*X**3):.6e}; "
          f"lower {1/(3*X**3)-1/(6*X**5):.6e}")
print("X  E_X/eV  raw error/meV  A X^-3/meV  (A X^-3 + B X^-5)/meV")
for X in range(2, 11):
    print(f"{X:2d} {E(X)*EV:.5f} {(E(X)-Einf)*MEV:.3f} {A/X**3*MEV:.3f} "
          f"{(A/X**3+B/X**5)*MEV:.3f}")
print(f"pair (X-1,X), sigma = {sigma*MEV:.1f} meV: X wX bias/meV pred/meV G W rms/meV")
for X in total:
    print(f"{X:2d} {wX(X, X-1):.4f} {bias(X, X-1)*MEV:.3f} {pred(X, X-1)*MEV:.3f} "
          f"{gain(X, X-1):.4f} {worst(X, X-1):.4f} {total[X]*MEV:.3f}")
print(f"best X at this sigma = {best}")
e56 = ext(6, 5, E(6), E(5))
print(f"(5,6): wX = {wX(6, 5):.4f}, wY = {1-wX(6, 5):.4f}, E6-E5 = {dE[5]*MEV:.4f} meV")
print(f"(5,6): E_ext = {e56*EV:.5f} eV = {e56:.7f} hartree")
print(f"(5,6): raw error / bias = {raw6/bias(6, 5):.1f}")
print(f"(5,6) labelled X = L, i.e. (4,5): error = {wrong*MEV:.3f} meV")
print(f"(4,6): bias = {bias(6, 4)*MEV:.3f} meV, G = {gain(6, 4):.4f}, W = {worst(6, 4):.4f}")
for rho in mc:
    print(f"(5,6) rho = {rho:.1f}: G = {gain(6, 5, rho):.4f}, Monte Carlo = {mc[rho]:.4f}")
print(f"X = 6 asymptotes: (2X-1)/3 = {11/3:.4f}, sqrt2(X-1/2)/3 = {math.sqrt(2)*5.5/3:.4f}")
print(f"(5,6): break-even sigma = {star*MEV:.3f} meV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
hartree = 27.211386 eV; Z = 39; scaled length bohr/Z = 0.013569 angstrom
E0 = -41388.52 eV; first order = 663.278 eV
orders above second for Y37+ = 6.04 meV
45/256 hartree = 4.78325 eV; c(l=12) = 1.221; c(l=20) = 1.239
A = 0.058594 hartree = 1.59442 eV; B = -1.9825 eV
l  dE_l/meV  law/meV  dE_l/law  cusp estimate/dE_l
 1 -720.9701 -944.8398 0.7631 2.0859
 2 -106.2913 -122.4512 0.8680 1.3016
 3 -29.3265 -31.8751 0.9200 1.1504
 4 -11.0505 -11.6647 0.9473 1.0910
 5 -5.0340 -5.2272 0.9630 1.0611
 6 -2.6066 -2.6796 0.9727 1.0439
 7 -1.4802 -1.5117 0.9791 1.0330
 8 -0.9012 -0.9163 0.9835 1.0258
10 -0.3892 -0.3935 0.9890 1.0169
12 -0.1944 -0.1959 0.9922 1.0120
20 -0.0270 -0.0271 0.9971 1.0045
dE_0 = -3.41051 eV
E2 waves+tail = -0.1576664 hartree = -4.29032 eV
E2 Hylleraas order 10 = -4.29031 eV; difference = 0.0099 meV
E2 order 6: functional -4.29012 eV, diagonalization -4.29014 eV
tail S(2) = 3.731764e-02; upper 4.166667e-02; lower 3.645833e-02
tail S(6) = 1.522277e-03; upper 1.543210e-03; lower 1.521776e-03
X  E_X/eV  raw error/meV  A X^-3/meV  (A X^-3 + B X^-5)/meV
 2 -4.13148 158.845 199.302 137.350
 3 -4.23777 52.553 59.052 50.894
 4 -4.26710 23.227 24.913 22.977
 5 -4.27815 12.176 12.755 12.121
 6 -4.28318 7.142 7.382 7.127
 7 -4.28579 4.536 4.648 4.530
 8 -4.28727 3.056 3.114 3.054
 9 -4.28817 2.154 2.187 2.154
10 -4.28875 1.575 1.594 1.575
pair (X-1,X), sigma = 1.0 meV: X wX bias/meV pred/meV G W rms/meV
 3 1.4211 7.799 14.492 1.4821 1.8421 7.939
 4 1.7297 1.826 2.605 1.8774 2.4595 2.619
 5 2.0492 0.582 0.731 2.3022 3.0984 2.375
 6 2.3736 0.228 0.266 2.7424 3.7473 2.752
 7 2.7008 0.103 0.115 3.1917 4.4016 3.193
 8 3.0296 0.052 0.056 3.6466 5.0592 3.647
 9 3.3594 0.028 0.030 4.1052 5.7189 4.105
10 3.6900 0.016 0.017 4.5665 6.3801 4.567
best X at this sigma = 5
(5,6): wX = 2.3736, wY = -1.3736, E6-E5 = -5.0340 meV
(5,6): E_ext = -4.29009 eV = -0.1576581 hartree
(5,6): raw error / bias = 31.4
(5,6) labelled X = L, i.e. (4,5): error = 1.861 meV
(4,6): bias = 0.370 meV, G = 1.4821, W = 1.8421
(5,6) rho = 0.0: G = 2.7424, Monte Carlo = 2.7378
(5,6) rho = 0.9: G = 1.2853, Monte Carlo = 1.2831
(5,6) rho = 1.0: G = 1.0000, Monte Carlo = 0.9987
X = 6 asymptotes: (2X-1)/3 = 3.6667, sqrt2(X-1/2)/3 = 2.5927
(5,6): break-even sigma = 2.796 meV
ALL CHECKS PASSED
```
